# First Zero of the Long-Axis Magnetization in muMAG Standard Problem 4: a numerical check

```python
"""Micromagnetic standard problem 4, first applied field.

Result under test: in a 500 x 125 x 3 nm permalloy rectangle that starts in
its S-state, the average magnetization along the long axis first crosses zero
near 0.14 ns after a field mu0*H = (-24.6, 4.3, 0) mT is switched on.

Symbols: m = M/Ms (unit vector, array of shape (3, nx, ny)), h = H/Ms,
x long axis, y short axis, z film normal, alpha Gilbert damping,
GAMMA precession constant in m/(A s), N demagnetizing tensor (H = -N M).
Lengths inside the demagnetizing and exchange routines are in nm.
"""
import numpy as np
from scipy.constants import mu_0, k as k_B
from scipy.fft import rfft2, irfft2
from scipy.integrate import trapezoid

LX, LY, LZ = 500.0, 125.0, 3.0            # nm
A_EX, MS, ALPHA, GAMMA = 1.3e-11, 8.0e5, 0.02, 2.211e5
FIELD_MT = np.array([-24.6, 4.3, 0.0])
MS_MT = mu_0 * MS * 1e3                   # mu0*Ms in mT
APPLIED = (FIELD_MT / MS_MT).reshape(3, 1, 1)
ZERO = np.zeros((3, 1, 1))
EX_NM2 = 2 * A_EX / (mu_0 * MS**2) * 1e18  # squared exchange length, nm^2
VOLUME = LX * LY * LZ * 1e-27             # m^3
TINY = 1e-18                              # avoids 0/0 where the prefactor is 0


def newell_f(x, y, z):
    x, y, z = np.abs(x), np.abs(y), np.abs(z)
    r = np.sqrt(x*x + y*y + z*z)
    return (y/2*(z*z - x*x)*np.arcsinh(y/(np.sqrt(x*x + z*z) + TINY))
            + z/2*(y*y - x*x)*np.arcsinh(z/(np.sqrt(x*x + y*y) + TINY))
            - x*y*z*np.arctan(y*z/(x*r + TINY))
            + (2*x*x - y*y - z*z)*r/6)


def newell_g(x, y, z):
    z = np.abs(z)
    r = np.sqrt(x*x + y*y + z*z)
    return (x*y*z*np.arcsinh(z/(np.sqrt(x*x + y*y) + TINY))
            + y/6*(3*z*z - y*y)*np.arcsinh(x/(np.sqrt(y*y + z*z) + TINY))
            + x/6*(3*z*z - x*x)*np.arcsinh(y/(np.sqrt(x*x + z*z) + TINY))
            - z**3/6*np.arctan(x*y/(z*r + TINY))
            - z*y*y/2*np.arctan(x*z/(y*r + TINY))
            - z*x*x/2*np.arctan(y*z/(x*r + TINY))
            - x*y*r/3)


def cell_tensors(i, j, size):
    """Nxx, Nyy, Nzz, Nxy between equal prisms shifted by i, j cells."""
    a, b, c = size
    total = [0.0, 0.0, 0.0, 0.0]
    weights = ((0, 2), (1, -1), (-1, -1))
    for p, wp in weights:
        for q, wq in weights:
            for s, ws in weights:
                x, y, z = (i + p)*a, (j + q)*b, s*c
                w = wp*wq*ws
                total[0] = total[0] + w*newell_f(x, y, z)
                total[1] = total[1] + w*newell_f(y, x, z)
                total[2] = total[2] + w*newell_f(z, y, x)
                total[3] = total[3] + w*newell_g(x, y, z)
    return [t/(4*np.pi*a*b*c) for t in total]


class Film:
    def __init__(self, nx, ny, cell):
        self.nx, self.ny, self.cell = nx, ny, cell
        self.pad = (2*nx, 2*ny)
        i = np.rint(np.fft.fftfreq(2*nx)*2*nx)[:, None]
        j = np.rint(np.fft.fftfreq(2*ny)*2*ny)[None, :]
        self.kernel = [rfft2(t) for t in cell_tensors(i, j, (cell, cell, LZ))]
        self.ex = EX_NM2/cell**2
        self.hk = 0.0                     # anisotropy field / Ms, easy axis x

    def demag(self, m):
        s = rfft2(m, s=self.pad)
        kxx, kyy, kzz, kxy = self.kernel
        out = np.empty_like(s)
        out[0] = -(kxx*s[0] + kxy*s[1])
        out[1] = -(kxy*s[0] + kyy*s[1])
        out[2] = -kzz*s[2]
        return irfft2(out, s=self.pad)[:, :self.nx, :self.ny].copy()

    def internal(self, m):
        h = self.demag(m)
        d = self.ex*(m[:, 1:] - m[:, :-1])
        h[:, :-1] += d
        h[:, 1:] -= d
        d = self.ex*(m[:, :, 1:] - m[:, :, :-1])
        h[:, :, :-1] += d
        h[:, :, 1:] -= d
        if self.hk:
            h[0] += self.hk*m[0]
        return h

    def energy(self, m, applied):
        """Energy in J; exchange is summed over bonds, not from the field."""
        v = self.cell**2*LZ*1e-27
        bonds = np.sum(np.diff(m, axis=1)**2) + np.sum(np.diff(m, axis=2)**2)
        exchange = A_EX*bonds/(self.cell*1e-9)**2*v
        magnetic = -mu_0*MS**2*v*np.sum(m*(0.5*self.demag(m) + applied))
        return exchange + magnetic


def cross(a, b):
    out = np.empty_like(a)
    out[0] = a[1]*b[2] - a[2]*b[1]
    out[1] = a[2]*b[0] - a[0]*b[2]
    out[2] = a[0]*b[1] - a[1]*b[0]
    return out


def unit(m):
    return m/np.sqrt(np.sum(m*m, axis=0))


def evolve(m, internal, applied, dt, t_end, alpha=ALPHA, ramp=0.0, stop=True):
    """RK4 for the Gilbert equation; returns times, averages, <|dm/dt|^2>, m."""
    pref = -GAMMA*MS/(1 + alpha**2)

    def rate(state, t):
        scale = min(t/ramp, 1.0) if ramp else 1.0
        torque = cross(state, internal(state) + scale*applied)
        return pref*(torque + alpha*cross(state, torque))

    times, means, speed2 = [], [], []
    steps = int(round(t_end/dt))
    for n in range(steps + 1):
        t = n*dt
        k1 = rate(m, t)
        times.append(t)
        means.append(m.mean(axis=(1, 2)))
        speed2.append(np.sum(k1*k1)/m[0].size)
        if n == steps or (stop and means[-1][0] < -0.05):
            break
        k2 = rate(m + dt/2*k1, t + dt/2)
        k3 = rate(m + dt/2*k2, t + dt/2)
        k4 = rate(m + dt*k3, t + dt)
        m = unit(m + dt/6*(k1 + 2*k2 + 2*k3 + k4))
    return np.array(times), np.array(means), np.array(speed2), m


def first_zero(times, mx):
    """First downward zero of mx in ps (nan if there is none)."""
    hit = np.nonzero((mx[:-1] > 0) & (mx[1:] <= 0))[0]
    if len(hit) == 0:
        return np.nan
    n = hit[0]
    part = mx[n]/(mx[n] - mx[n + 1])
    return (times[n] + part*(times[n + 1] - times[n]))*1e12


def relax(film, m, applied, tol, max_steps=4000):
    """Projected-gradient minimization with Barzilai-Borwein steps."""
    def slope(state):
        inner = film.internal(state)
        h = inner + applied
        e = -np.sum(state*(0.5*inner + applied))/state[0].size
        return e, np.sum(state*h, axis=0)*state - h

    e, g = slope(m)
    recent, step = [e], 0.05
    for count in range(max_steps):
        steepest = np.abs(g).max()
        if steepest < tol:
            return m
        step = min(step, 0.3/steepest)
        while True:
            trial = unit(m - step*g)
            e_new, g_new = slope(trial)
            if e_new <= max(recent[-10:]) + 1e-13 or step < 1e-6:
                break
            step *= 0.25
        s, y = trial - m, g_new - g
        sy = np.sum(s*y)
        if sy > 0:
            step = np.sum(s*s)/sy if count % 2 else sy/np.sum(y*y)
        else:
            step = 1.0
        m, g = trial, g_new
        recent.append(e_new)
    raise AssertionError("energy minimization did not converge")


def s_state(film):
    """Remanent state after a field along [1,1,1] is lowered to zero."""
    direction = np.ones((3, 1, 1))/np.sqrt(3)
    m = direction*np.ones((3, film.nx, film.ny))
    for b_mt in (2000, 1000, 500, 250, 120, 60, 30, 15, 7):
        m = relax(film, m, b_mt/MS_MT*direction, 1e-3)
    return relax(film, m, ZERO, 1e-5)


# ---- demagnetizing tensor against quadrature over charged faces ----
def surface_tensor(axis1, axis2, shift, size, order=8):
    node, weight = np.polynomial.legendre.leggauss(order)
    node, weight = node/2, weight/2
    u, v = np.meshgrid(node, node)
    w = np.outer(weight, weight).ravel()

    def face(axis, side, origin):
        o = [n for n in range(3) if n != axis]
        pts = np.zeros((order*order, 3))
        pts[:, axis] = side/2
        pts[:, o[0]], pts[:, o[1]] = u.ravel(), v.ravel()
        return origin + pts*size, w*size[o[0]]*size[o[1]]

    total = 0.0
    for s1 in (1, -1):
        for s2 in (1, -1):
            p1, w1 = face(axis1, s1, shift)
            p2, w2 = face(axis2, s2, np.zeros(3))
            dist = np.linalg.norm(p1[:, None] - p2[None], axis=2)
            total += s1*s2*(w1 @ (1/dist) @ w2)
    return total/(4*np.pi*np.prod(size))


box = np.array([5.0, 5.0, LZ])
closed = cell_tensors(3.0, 2.0, box)
for value, (a1, a2) in zip(closed, ((0, 0), (1, 1), (2, 2), (0, 1))):
    direct = surface_tensor(a1, a2, np.array([15.0, 10.0, 0.0]), box)
    assert abs(value - direct) < 1e-8
nxy_closed, nxy_direct = closed[3], direct

# ---- FFT field against direct sum; field against energy differences ----
rng = np.random.default_rng(4)
small = Film(6, 4, 5.0)
m_test = unit(rng.normal(size=(3, 6, 4)))
ii, jj = [q.ravel().astype(float) for q in np.indices((6, 4))]
txx, tyy, tzz, txy = cell_tensors(ii[:, None] - ii, jj[:, None] - jj, box)
mx, my, mz = m_test.reshape(3, -1)
summed = -np.array([txx @ mx + txy @ my, txy @ mx + tyy @ my, tzz @ mz])
assert np.allclose(summed, small.demag(m_test).reshape(3, -1), atol=1e-9)
v_test, eps = rng.normal(size=m_test.shape), 1e-3
slope_fd = (small.energy(m_test + eps*v_test, APPLIED)
            - small.energy(m_test - eps*v_test, APPLIED))/(2*eps)
slope_h = -mu_0*MS**2*75e-27*np.sum(v_test*(small.internal(m_test) + APPLIED))
assert abs(slope_fd - slope_h) < 1e-7*abs(slope_h) + 1e-27

# ---- integrator against the closed solution for one spin, field along z ----
polar0, t_spin, a_spin = np.radians(120), 20e-12, 0.1
spin = np.array([np.sin(polar0), 0, np.cos(polar0)]).reshape(3, 1, 1)
up = np.array([0.0, 0.0, 1.0]).reshape(3, 1, 1)
end = evolve(spin, lambda q: 0.0*q, up, 1e-13, t_spin, a_spin, stop=False)[3]
turn = GAMMA*MS*t_spin/(1 + a_spin**2)
polar = 2*np.arctan(np.tan(polar0/2)*np.exp(-a_spin*turn))
exact = [np.sin(polar)*np.cos(turn), np.sin(polar)*np.sin(turn), np.cos(polar)]
assert np.allclose(end.ravel(), exact, atol=1e-5)

# ---- S-state on three grids ----
coarse, middle, fine = Film(80, 20, 6.25), Film(100, 25, 5.0), Film(160, 40, 3.125)
s_coarse, s_middle = s_state(coarse), s_state(middle)
s_fine = relax(fine, unit(np.repeat(np.repeat(s_coarse, 2, 1), 2, 2)), ZERO, 1e-5)
for s in (s_coarse, s_middle, s_fine):
    assert np.abs(s - s[:, ::-1, ::-1]).max() < 0.01     # S, not C
    assert s[0].mean() > 0.9 and s[1, 0].mean() > 0.2 and s[1, -1].mean() > 0.2
bent = s_coarse.copy()
bent[1] += 0.1*np.linspace(-1, 1, coarse.nx)[:, None]
assert np.abs(relax(coarse, unit(bent), ZERO, 1e-5) - s_coarse).max() < 0.02

# whole-prism demagnetizing factors against the film average
factors = np.array(cell_tensors(0.0, 0.0, (LX, LY, LZ))[:3])
assert abs(factors.sum() - 1) < 1e-6
for axis in range(3):
    uniform = np.zeros((3, middle.nx, middle.ny))
    uniform[axis] = 1
    assert abs(-middle.demag(uniform)[axis].mean() - factors[axis]) < 1e-6

# ---- first motion: average torque of the applied field alone ----
mean0 = s_fine.mean(axis=(1, 2))
rate_formula = -GAMMA*MS/(1 + ALPHA**2)*(mean0[0]*APPLIED[1, 0, 0]
                                         - mean0[1]*APPLIED[0, 0, 0])
_, short, _, _ = evolve(s_fine, fine.internal, APPLIED, 5e-14, 5e-14)
rate_run = (short[1, 2] - short[0, 2])/5e-14
assert abs(rate_run/rate_formula - 1) < 0.01

# ---- switching runs ----
def crossing(film, start, dt=1e-12, t_end=0.3e-9, **options):
    t, avg, _, _ = evolve(start, film.internal, APPLIED, dt, t_end, **options)
    return first_zero(t, avg[:, 0])


t_coarse = crossing(coarse, s_coarse)
t_half = crossing(coarse, s_coarse, dt=0.5e-12)
assert abs(t_coarse - t_half) < 0.2

tm, avg_m, speed2, m_end = evolve(s_middle, middle.internal, APPLIED, 4e-13, 0.2e-9)
t_middle = first_zero(tm, avg_m[:, 0])
lost = middle.energy(s_middle, APPLIED) - middle.energy(m_end, APPLIED)
dissipated = ALPHA*mu_0*MS/GAMMA*VOLUME*trapezoid(speed2, tm)
# 2 %: trapezoid rule and the weak numerical damping of the shortest waves
assert abs(lost/dissipated - 1) < 0.02

tf, avg_f, _, _ = evolve(s_fine, fine.internal, APPLIED, 4e-13, 0.2e-9)
t_fine = first_zero(tf, avg_f[:, 0])
assert abs(t_fine - t_coarse) < 3 and abs(t_fine - t_middle) < 3
assert abs(t_fine - 140) < 5

# ---- cause of the fast turn: remove the out-of-plane demagnetizing field ----
saved = coarse.kernel[2]
coarse.kernel[2] = 0*saved
t_no, avg_no, _, _ = evolve(s_coarse, coarse.internal, APPLIED, 1e-12, 0.2e-9)
coarse.kernel[2] = saved
assert np.isnan(first_zero(t_no, avg_no[:, 0])) and avg_no[-1, 0] > 0

# ---- rigid single spin with the shape factors of the rectangle ----
start = unit(s_fine.mean(axis=(1, 2)).reshape(3, 1, 1))
shape = factors.reshape(3, 1, 1)
t_r, avg_r, _, _ = evolve(start, lambda q: -shape*q, APPLIED, 1e-12, 1e-9)
t_rigid = first_zero(t_r, avg_r[:, 0])

# ---- sizes of neglected effects, on the coarse grid ----
t_ramp = crossing(coarse, s_coarse, ramp=50e-12)
assert t_ramp > t_coarse
t_damp = crossing(coarse, s_coarse, alpha=0.01)
KU, TEMP, SIGMA = 200.0, 300.0, 4e6       # rough J/m^3, K, rough S/m
coarse.hk = 2*KU/(mu_0*MS**2)
t_aniso = crossing(coarse, relax(coarse, s_coarse, ZERO, 1e-5))
hk_mt = coarse.hk*MS_MT
coarse.hk = 0.0
tilt = np.sqrt(k_B*TEMP/(mu_0*MS**2*VOLUME*(factors[1] - factors[0])))
t_tilt = []
for angle in (tilt, -tilt):
    c, s = np.cos(angle), np.sin(angle)
    turned = np.array([c*s_coarse[0] - s*s_coarse[1],
                       s*s_coarse[0] + c*s_coarse[1], s_coarse[2]])
    t_tilt.append(crossing(coarse, turned))
thickness_field = 2*A_EX/MS*(np.pi/(LZ*1e-9))**2
eddy_time = mu_0*SIGMA*(LZ*1e-9)**2

# ---- printed numbers ----
print(f"rectangle: {LX:.0f} x {LY:.0f} x {LZ:.0f} nm")
print(f"A = {A_EX:.2e} J/m, Ms = {MS:.2e} A/m, mu0*Ms = {MS_MT:.1f} mT")
print(f"damping = {ALPHA}, gamma0 = {GAMMA:.4g} m/(A s)")
print(f"applied mu0*H = {FIELD_MT[0]}, {FIELD_MT[1]}, {FIELD_MT[2]} mT")
print(f"applied magnitude = {np.linalg.norm(FIELD_MT):.2f} mT")
print(f"field angle from +x = "
      f"{np.degrees(np.arctan2(FIELD_MT[1], FIELD_MT[0])):.1f} deg")
print(f"exchange length = {np.sqrt(EX_NM2):.2f} nm")
print("shape factors Nx, Ny, Nz =", " ".join(f"{q:.5f}" for q in factors))
print(f"Nxy, shift (3,2) cells of 5 nm: closed {nxy_closed:.8f}")
print(f"Nxy, same shift: quadrature {nxy_direct:.8f}")
print("S-state <mx>, <my>, <mz> =", " ".join(f"{q:.4f}" for q in mean0 + 0.0))
print(f"S-state my: left end {s_fine[1, 0].mean():.3f}, "
      f"centre {s_fine[1, 80].mean():.3f}, right end {s_fine[1, -1].mean():.3f}")
print(f"initial d<mz>/dt: formula {rate_formula*1e-9:.4f} per ns")
print(f"initial d<mz>/dt: simulation {rate_run*1e-9:.4f} per ns")
for t_ps in (0, 25, 50, 75, 100, 125):
    row = [np.interp(t_ps*1e-12, tf, avg_f[:, q]) for q in range(3)]
    print(f"t = {t_ps:3d} ps: <mx>, <my>, <mz> =", " ".join(f"{q:.4f}" for q in row))
row = [np.interp(t_fine*1e-12, tf, avg_f[:, q]) for q in (1, 2)]
print(f"at the crossing: <my> = {row[0]:.4f}, <mz> = {row[1]:.4f}")
print(f"first zero of <mx>, 6.25 nm cells, 1 ps step: {t_coarse:.2f} ps")
print(f"first zero of <mx>, 6.25 nm cells, 0.5 ps step: {t_half:.2f} ps")
print(f"first zero of <mx>, 5 nm cells, 0.4 ps step: {t_middle:.2f} ps")
print(f"first zero of <mx>, 3.125 nm cells, 0.4 ps step: {t_fine:.2f} ps")
print(f"MAIN RESULT: first zero at {t_fine*1e-3:.4f} ns")
print(f"energy lost by end of 5 nm run ({tm[-1]*1e12:.1f} ps): {lost:.4e} J")
print(f"integrated Gilbert dissipation: {dissipated:.4e} J")
print(f"<mx> at {t_no[-1]*1e12:.0f} ps without Nzz: {avg_no[-1, 0]:.4f}")
print(f"first zero for a rigid single spin: {t_rigid:.1f} ps")
print(f"shift, 50 ps linear field rise: {t_ramp - t_coarse:+.2f} ps")
print(f"shift, damping 0.01: {t_damp - t_coarse:+.2f} ps")
print(f"rough anisotropy {KU:.0f} J/m3: field {hk_mt:.2f} mT, "
      f"shift {t_aniso - t_coarse:+.2f} ps")
print(f"rms thermal tilt at {TEMP:.0f} K: {np.degrees(tilt):.2f} deg")
print(f"shift, tilt toward +y: {t_tilt[0] - t_coarse:+.2f} ps")
print(f"shift, tilt toward -y: {t_tilt[1] - t_coarse:+.2f} ps")
print(f"exchange field against thickness variation: {thickness_field:.1f} T")
print(f"eddy-current diffusion time, rough 4e6 S/m: {eddy_time*1e12:.2e} ps")
print("all good")
```

Printed output:

```
rectangle: 500 x 125 x 3 nm
A = 1.30e-11 J/m, Ms = 8.00e+05 A/m, mu0*Ms = 1005.3 mT
damping = 0.02, gamma0 = 2.211e+05 m/(A s)
applied mu0*H = -24.6, 4.3, 0.0 mT
applied magnitude = 24.97 mT
field angle from +x = 170.1 deg
exchange length = 5.69 nm
shape factors Nx, Ny, Nz = 0.00918 0.03818 0.95264
Nxy, shift (3,2) cells of 5 nm: closed -0.00144121
Nxy, same shift: quadrature -0.00144121
S-state <mx>, <my>, <mz> = 0.9668 0.1255 0.0000
S-state my: left end 0.713, centre -0.006, right end 0.713
initial d<mz>/dt: formula -1.2742 per ns
initial d<mz>/dt: simulation -1.2743 per ns
t =   0 ps: <mx>, <my>, <mz> = 0.9668 0.1255 0.0000
t =  25 ps: <mx>, <my>, <mz> = 0.9483 0.1816 -0.0300
t =  50 ps: <mx>, <my>, <mz> = 0.8783 0.3249 -0.0535
t =  75 ps: <mx>, <my>, <mz> = 0.7386 0.5029 -0.0692
t = 100 ps: <mx>, <my>, <mz> = 0.5220 0.6649 -0.0846
t = 125 ps: <mx>, <my>, <mz> = 0.2098 0.7522 -0.1123
at the crossing: <my> = 0.7324, <mz> = -0.1324
first zero of <mx>, 6.25 nm cells, 1 ps step: 138.89 ps
first zero of <mx>, 6.25 nm cells, 0.5 ps step: 138.89 ps
first zero of <mx>, 5 nm cells, 0.4 ps step: 138.72 ps
first zero of <mx>, 3.125 nm cells, 0.4 ps step: 138.54 ps
MAIN RESULT: first zero at 0.1385 ns
energy lost by end of 5 nm run (142.0 ps): 4.5488e-19 J
integrated Gilbert dissipation: 4.5488e-19 J
<mx> at 200 ps without Nzz: 0.9555
first zero for a rigid single spin: 171.1 ps
shift, 50 ps linear field rise: +25.16 ps
shift, damping 0.01: -4.65 ps
rough anisotropy 200 J/m3: field 0.50 mT, shift +1.31 ps
rms thermal tilt at 300 K: 1.76 deg
shift, tilt toward +y: -0.73 ps
shift, tilt toward -y: +0.69 ps
exchange field against thickness variation: 35.6 T
eddy-current diffusion time, rough 4e6 S/m: 4.52e-05 ps
all good
```
